# Early Failures of Two-Stage Gate-Stack Breakdown: Added Slopes and Gamma Prefactor: test program

```python
"""Early failures of a two-stage breakdown: T = T1 + T2.

T1 (onset) and T2 (progressive growth) are independent Weibull times with
slopes b1, b2 and scales e1, e2; H_i(t) = (t/e_i)**b_i.
Result under test: for small t,
  P(T <= t) -> C * H1(t) * H2(t),
  C = Gamma(b1+1) Gamma(b2+1) / Gamma(b1+b2+1),
so the early Weibull slope is b1 + b2. Times are in years.
"""
import numpy as np
from scipy import constants
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.special import gamma, gammaln


def cumulative(t, b, e):
    return (t / e) ** b


def integrate(f):
    return quad(f, 0.0, 1.0, epsabs=0.0, epsrel=1e-10, limit=300)[0]


def final_cdf(t, b1, e1, b2, e2):
    """Convolution integral; p = H1(s)/H1(t) replaces onset time s."""
    h = cumulative(t, b1, e1)

    def f(p):
        left = t * (1.0 - p ** (1.0 / b1))
        return np.exp(-h * p) * -np.expm1(-cumulative(left, b2, e2))
    return h * integrate(f)


def multi_cdf(t, b1, e1, b2, e2):
    """Poisson onsets, each growing independently; first completion."""
    h = cumulative(t, b1, e1)

    def f(p):
        left = t * (1.0 - p ** (1.0 / b1))
        return -np.expm1(-cumulative(left, b2, e2))
    return -np.expm1(-h * integrate(f))


def prefactor(a, b):
    return gamma(a + 1) * gamma(b + 1) / gamma(a + b + 1)


def early_law(t, b1, e1, b2, e2):
    return (prefactor(b1, b2) * cumulative(t, b1, e1)
            * cumulative(t, b2, e2))


def correction(a, b):
    """Coefficient of the first correction from the stage of slope a."""
    return (gamma(2 * a + 1) * gamma(a + b + 1)
            / (2 * gamma(a + 1) * gamma(2 * a + b + 1)))


def lifetime(q, pars, cdf=final_cdf):
    def f(x):
        return np.log(cdf(np.exp(x), *pars)) - np.log(q)
    return np.exp(brentq(f, np.log(1e-8), np.log(1e4), xtol=1e-11))


def local_slope(t, pars, step=0.02):
    w = [np.log(-np.log1p(-final_cdf(t * np.exp(s), *pars)))
         for s in (-step, step)]
    return (w[1] - w[0]) / (2 * step)


# Example parameters
b1, e1, b2, e2 = 1.2, 2000.0, 0.9, 100.0
pars = (b1, e1, b2, e2)
B = b1 + b2
C = prefactor(b1, b2)
rng = np.random.default_rng(12345)

# Convolution against simulated sums of two Weibull times
n = 1_000_000
total = e1 * rng.weibull(b1, n) + e2 * rng.weibull(b2, n)
for t in (300.0, 1000.0):
    F = final_cdf(t, *pars)
    assert abs(np.mean(total <= t) - F) < 4.5 * np.sqrt(F * (1 - F) / n)

# Two equal exponential stages have an elementary distribution
for t in (0.1, 1.0, 3.0):
    known = 1 - (1 + t) * np.exp(-t)
    assert abs(final_cdf(t, 1, 1, 1, 1) / known - 1) < 1e-8

# The order of the stages does not matter
assert abs(final_cdf(50, *pars) / final_cdf(50, b2, e2, b1, e1) - 1) < 1e-8

# Gamma prefactor against direct quadrature
for a, b in ((1.2, 0.9), (0.6, 2.3), (3.0, 1.5)):
    direct = integrate(lambda p: (1 - p ** (1 / a)) ** b)
    assert abs(direct / prefactor(a, b) - 1) < 1e-8

# Early limit and slope for different pairs of slopes
for test in (pars, (0.7, 3.0, 1.8, 5.0), (2.0, 1.0, 1.5, 4.0)):
    t = 1e-5 * min(test[1], test[3])
    assert abs(final_cdf(t, *test) / early_law(t, *test) - 1) < 1e-3
    assert abs(local_slope(t, test) - test[0] - test[2]) < 1e-3

# Two-sided bound over a wide range of times
for t in np.geomspace(0.01, 5000, 25):
    F, L = final_cdf(t, *pars), early_law(t, *pars)
    h1, h2 = cumulative(t, b1, e1), cumulative(t, b2, e2)
    low = L * np.exp(-h1) * -np.expm1(-h2) / h2
    assert low * (1 - 1e-8) <= F <= L * (1 + 1e-8)

# First corrections; equal scales make both stages contribute
t = 1e-4
deficit = 1 - final_cdf(t, b1, 1, b2, 1) / early_law(t, b1, 1, b2, 1)
predicted = correction(b1, b2) * t ** b1 + correction(b2, b1) * t ** b2
assert abs(deficit / predicted - 1) < 2e-3

# Full double series against the integral, outside the early region
t = 300.0
m = np.arange(1, 61)[:, None]
k = np.arange(1, 61)[None, :]
logs = (m * np.log(cumulative(t, b1, e1)) - gammaln(m + 1)
        + k * np.log(cumulative(t, b2, e2)) - gammaln(k + 1)
        + gammaln(m * b1 + 1) + gammaln(k * b2 + 1)
        - gammaln(m * b1 + k * b2 + 1))
series = np.sum((-1.0) ** (m + k) * np.exp(logs))
assert abs(series / final_cdf(t, *pars) - 1) < 1e-8

# Between well separated scales only the slower stage sets the slope
assert abs(local_slope(1e4, (b1, 1e8, b2, 1.0)) - b1) < 2e-3

# One shared random number for both times: slopes no longer add
x = np.array([1e-41, 1e-40])
shared_t = e1 * x ** (1 / b1) + e2 * x ** (1 / b2)
shared_F = -np.expm1(-x)
shared_slope = np.diff(np.log(shared_F))[0] / np.diff(np.log(shared_t))[0]
assert abs(shared_slope - max(b1, b2)) < 1e-6

# Competing spots against simulation where many onsets occur
many = (b1, 200.0, b2, 500.0)
t, chips = 400.0, 300_000
counts = rng.poisson(cumulative(t, many[0], many[1]), chips)
owner = np.repeat(np.arange(chips), counts)
onset = t * rng.random(owner.size) ** (1 / b1)
done = onset + many[3] * rng.weibull(b2, owner.size) <= t
failed = np.mean(np.bincount(owner[done], minlength=chips) > 0)
F = multi_cdf(t, *many)
sigma = np.sqrt(F * (1 - F) / chips)
assert abs(failed - F) < 4.5 * sigma
assert abs(failed - final_cdf(t, *many)) > 10 * sigma

# Many onsets but slow growth: early law survives only with competition
dense = (b1, 1e-3, b2, 1e6)
assert abs(multi_cdf(0.1, *dense) / early_law(0.1, *dense) - 1) < 1e-3
assert final_cdf(0.1, *dense) / early_law(0.1, *dense) < 0.05

# Area scaling of the early lifetime
area_factor = 10.0
large = (b1, e1 * area_factor ** (-1 / b1), b2, e2)
ratio_tiny = (lifetime(1e-12, large, multi_cdf)
              / lifetime(1e-12, pars, multi_cdf))
assert abs(ratio_tiny / area_factor ** (-1 / B) - 1) < 1e-3

# Shared lognormal factor on both scales, averaged by quadrature
volt_power, volt_spread = 40.0, 0.01
spread = volt_power * volt_spread
z, weight = np.polynomial.hermite_e.hermegauss(40)
weight = weight / weight.sum()


def spread_gain(t):
    values = [final_cdf(t * np.exp(-spread * zi), *pars) for zi in z]
    return np.dot(weight, values) / final_cdf(t, *pars)


spread_formula = np.exp((B * spread) ** 2 / 2)
assert abs(spread_gain(1e-3) / spread_formula - 1) < 2e-3

# Worked example
t0, q, area = 10.0, 1e-4, 0.1
h1, h2 = cumulative(t0, b1, e1), cumulative(t0, b2, e2)
F, L = final_cdf(t0, *pars), early_law(t0, *pars)
low = L * np.exp(-h1) * -np.expm1(-h2) / h2
c1, c2 = correction(b1, b2), correction(b2, b1)
eta_eff = (e1 ** b1 * e2 ** b2 / C) ** (1 / B)
life_law = eta_eff * q ** (1 / B)
life_full = lifetime(q, pars)
assert life_law < life_full
onset_life = e1 * (-np.log1p(-q)) ** (1 / b1)
growth_life = e2 * (-np.log1p(-q)) ** (1 / b2)
area_ratio = lifetime(q, large, multi_cdf) / lifetime(q, pars, multi_cdf)

temp, rise, barrier = 398.0, 10.0, 0.6
k_ev = constants.k / constants.e
heat = np.exp(barrier / k_ev * (1 / temp - 1 / (temp + rise)))
over = 0.02
volt = (1 + over) ** volt_power
dead = 1.0
defects = -np.log1p(-F) / area

print(f"onset slope b1 = {b1}, scale = {e1:.0f} years")
print(f"growth slope b2 = {b2}, scale = {e2:.0f} years")
print(f"total gate area = {area} cm2, temperature = {temp:.0f} K")
print(f"sum of slopes = {B:.1f}")
print(f"Gamma(b1+1) = {gamma(b1 + 1):.5f}")
print(f"Gamma(b2+1) = {gamma(b2 + 1):.5f}")
print(f"Gamma(b1+b2+1) = {gamma(B + 1):.5f}")
print(f"prefactor C = {C:.5f}")
print(f"evaluation time = {t0:.0f} years")
print(f"H1 at this time = {h1:.4e}")
print(f"H2 at this time = {h2:.5f}")
print(f"onset fraction = {-np.expm1(-h1) * 1e6:.1f} ppm")
print(f"failure fraction, early law = {L * 1e6:.2f} ppm")
print(f"failure fraction, full integral = {F * 1e6:.2f} ppm")
print(f"lower bound on failure fraction = {low * 1e6:.2f} ppm")
print(f"correction coefficients c1, c2 = {c1:.4f}, {c2:.4f}")
print(f"first-order deficit c1*H1+c2*H2 = {100*(c1*h1+c2*h2):.3f} %")
print(f"actual deficit 1-F/L = {100 * (1 - F / L):.3f} %")
print(f"early-tail scale eta_eff = {eta_eff:.1f} years")
print(f"true 63.2% life = {lifetime(-np.expm1(-1), pars):.0f} years")
print(f"target failure fraction = {q * 1e6:.0f} ppm")
print(f"target lifetime, early law = {life_law:.3f} years")
print(f"target lifetime, full integral = {life_full:.3f} years")
print(f"target lifetime, onset only = {onset_life:.3f} years")
print(f"same quantile of growth alone = {growth_life:.5f} years")
print(f"lifetime gain over onset only = {life_full / onset_life:.2f}")
for t in (0.1, 1.0, 10.0, 100.0, 1000.0):
    print(f"at {t:g} years: F = {final_cdf(t, *pars):.3e}, "
          f"local slope = {local_slope(t, pars):.3f}")
print(f"slope if one random number sets both times = {shared_slope:.3f}")
print(f"area multiplier = {area_factor:.0f}")
print(f"lifetime ratio, early law = {area_factor ** (-1 / B):.4f}")
print(f"lifetime ratio, full multi-spot = {area_ratio:.4f}")
print(f"lifetime ratio, onset only = {area_factor ** (-1 / b1):.4f}")
print("neglected effects at the evaluation time:")
print(f"competing spots: F rises by "
      f"{100 * (multi_cdf(t0, *pars) / F - 1):.4f} %")
print(f"activation energy, both stages = {barrier} eV")
print(f"{rise:.0f} K hotter: times shrink by {heat:.3f}, "
      f"F grows by factor {final_cdf(t0 * heat, *pars) / F:.3f}")
print(f"voltage exponent, both stages = {volt_power:.0f}")
print(f"{100 * over:.0f} % higher voltage: times shrink by {volt:.3f}, "
      f"F grows by factor {final_cdf(t0 * volt, *pars) / F:.3f}")
print(f"shared voltage spread = {100 * volt_spread:.0f} % rms, "
      f"log-time spread = {spread:.2f}")
print(f"shared spread: F factor = {spread_gain(t0):.3f}, "
      f"early formula = {spread_formula:.3f}")
print(f"minimum growth time {dead:.0f} year: F factor = "
      f"{final_cdf(t0 - dead, *pars) / F:.3f}")
print(f"extrinsic density equal to intrinsic failures = "
      f"{defects:.3e} per cm2")
print("finished without a failed check")
```

Printed output:

```
onset slope b1 = 1.2, scale = 2000 years
growth slope b2 = 0.9, scale = 100 years
total gate area = 0.1 cm2, temperature = 398 K
sum of slopes = 2.1
Gamma(b1+1) = 1.10180
Gamma(b2+1) = 0.96177
Gamma(b1+b2+1) = 2.19762
prefactor C = 0.48219
evaluation time = 10 years
H1 at this time = 1.7329e-03
H2 at this time = 0.12589
onset fraction = 1731.4 ppm
failure fraction, early law = 105.19 ppm
failure fraction, full integral = 101.03 ppm
lower bound on failure fraction = 98.67 ppm
correction coefficients c1, c2 = 0.3357, 0.3192
first-order deficit c1*H1+c2*H2 = 4.077 %
actual deficit 1-F/L = 3.956 %
early-tail scale eta_eff = 784.0 years
true 63.2% life = 2109 years
target failure fraction = 100 ppm
target lifetime, early law = 9.762 years
target lifetime, full integral = 9.950 years
target lifetime, onset only = 0.928 years
same quantile of growth alone = 0.00359 years
lifetime gain over onset only = 10.72
at 0.1 years: F = 6.633e-09, local slope = 2.099
at 1 years: F = 8.313e-07, local slope = 2.095
at 10 years: F = 1.010e-04, local slope = 2.064
at 100 years: F = 9.767e-03, local slope = 1.853
at 1000 years: F = 3.162e-01, local slope = 1.339
slope if one random number sets both times = 1.200
area multiplier = 10
lifetime ratio, early law = 0.3340
lifetime ratio, full multi-spot = 0.3301
lifetime ratio, onset only = 0.1468
neglected effects at the evaluation time:
competing spots: F rises by 0.0537 %
activation energy, both stages = 0.6 eV
10 K hotter: times shrink by 1.535, F grows by factor 2.415
voltage exponent, both stages = 40
2 % higher voltage: times shrink by 2.208, F grows by factor 5.063
shared voltage spread = 1 % rms, log-time spread = 0.40
shared spread: F factor = 1.398, early formula = 1.423
minimum growth time 1 year: F factor = 0.804
extrinsic density equal to intrinsic failures = 1.010e-03 per cm2
finished without a failed check
```
